\section*{Why Adsorbate Repulsion Broadens Temperature-Programmed Desorption and Lowers Its Peak}

\section{From repulsion to a rate}

\textbf{Q.} I dose a metal surface with a molecular gas, heat it at a steady rate and record what leaves. Suppose that, at larger doses, desorption starts earlier, the peak moves down and the spectrum broadens. I would say that repulsion weakens the binding at high coverage. Is that a sufficient explanation?

\textbf{A.} It explains the early start. For the width we must ask how the binding changes while the layer empties, so we first need the energy of removing one molecule.

Let a fraction $\theta$ of equivalent sites be occupied. Each site has $z$ neighbours, and each occupied neighbouring pair costs $V>0$. An isolated molecule is bound by $E_0$. There are $z/2$ pairs per site, since each pair belongs to two sites. If molecules are placed at random, a pair is occupied with probability $\theta^2$. The energy per site is then
\begin{equation}
u=-E_0\theta+\tfrac12 w\theta^2,\qquad w=zV .
\end{equation}
Adding a molecule changes the energy by $du/d\theta=-E_0+w\theta$. Removing one therefore costs
\begin{equation}
E(\theta)=E_0-w\theta .
\end{equation}
The mean binding per molecule, $-u/\theta=E_0-w\theta/2$, falls half as fast, because it shares each repulsion between two partners. A departing molecule releases the whole repulsion with its neighbours.

I assume that molecules adsorb intact and without an activation barrier. The desorption barrier then equals this removal energy. This is a mean-field law: it replaces the actual surroundings of a molecule by their average.

\textbf{Q.} Crowding also changes the entropy and the number of free sites. Why may I put your barrier into an ordinary first-order rate?

\textbf{A.} Detailed balance settles that. I use atomic units, $\hbar=1$ and $h=2\pi$, but keep Boltzmann's constant $k$. Let $q_{\rm ads}$ be the partition function of an adsorbed molecule, measured from its bound ground level. Adding the configurational entropy gives the free energy per site
\begin{equation}
f=u-kT\theta\ln q_{\rm ads}+kT[\theta\ln\theta+(1-\theta)\ln(1-\theta)].
\end{equation}
Its derivative is the chemical potential
\begin{equation}
\mu=-E(\theta)+kT\ln\frac{\theta}{(1-\theta)q_{\rm ads}} .
\end{equation}
An ideal gas of linear molecules with mass $m$ and rotational partition function $q_{\rm rot}$ has
\begin{equation}
\mu=kT\ln\frac{p\lambda^3}{kTq_{\rm rot}},\qquad \lambda^2=\frac{2\pi}{mkT}.
\end{equation}
Equating the two gives the equilibrium pressure
\begin{equation}
p=\frac{kTq_{\rm rot}}{\lambda^3q_{\rm ads}}\,\frac{\theta}{1-\theta}\,e^{-E(\theta)/kT}.
\end{equation}
At this pressure desorption equals adsorption. With area $A$ per site and sticking probability $S_0(1-\theta)$, the adsorption rate per site is $S_0(1-\theta)Ap/\sqrt{2\pi mkT}$. The free-site factor cancels:
\begin{equation}
R=\nu\theta e^{-E(\theta)/kT},\qquad
\nu=\frac{S_0m(kT)^2Aq_{\rm rot}}{4\pi^2q_{\rm ads}} .
\end{equation}
The factor $4\pi^2$ comes from $\lambda^{-3}=(mkT/2\pi)^{3/2}$ divided by $\sqrt{2\pi mkT}$.

The same $R$ holds in vacuum if diffusion keeps the layer in internal equilibrium, so that its state depends on $T$ and $\theta$ alone. I shall take $\nu$ as constant and return to its temperature dependence later.

\section{The early onset}

\textbf{Q.} How much earlier should desorption begin?

\textbf{A.} Let the heating rate be $\beta=dT/dt$. Dividing $d\theta/dt=-R$ by $\beta$ gives
\begin{equation}
\frac{d\theta}{dT}=-K\theta,\qquad K=\frac{\nu}{\beta}e^{-E(\theta)/kT}.
\end{equation}
At the start $\theta$ is close to its initial value $\theta_0$. The rate per molecule is that of an isolated molecule multiplied by $e^{w\theta_0/kT}$.

To find the temperature at which a small fraction $\delta$ has left, freeze the barrier at $E_i=E_0-w\theta_0$. We need the integral of $e^{-E_i/kT}$. Differentiation shows that
\begin{equation}
\frac{d}{dT}\left[\frac{kT^2}{E_i}e^{-E_i/kT}\right]
=\left(1+\frac{2kT}{E_i}\right)e^{-E_i/kT}.
\end{equation}
Integrating, and evaluating the small second term to leading order by the same rule, we obtain
\begin{equation}
\frac{\nu kT^2}{\beta E_i}e^{-E_i/kT}\left(1-\frac{2kT}{E_i}\right)=-\ln(1-\delta).
\end{equation}
The exponential dominates, so a given loss occurs at nearly the same $E_i/kT$. The onset temperature is thus nearly proportional to $E_0-w\theta_0$.

Take $E_0=1.30$ eV, $w=0.12$ eV, $\nu=10^{15}$ s$^{-1}$ and $\beta=2$ K/s. Without repulsion, one per cent of the layer is lost by 371.5 K. For a full layer, proportionality predicts $371.5\times1.18/1.30=337.2$ K. The frozen-barrier equation gives 338.0 K, and integration of the ramp with the changing barrier gives 338.1 K. Repulsion has advanced the onset by 33 K.

\textbf{Q.} Does this matter when I hold the surface at a process temperature, as in a purge?

\textbf{A.} It does in this model. At 350 K the loss rate per molecule is $1.9\times10^{-4}$ s$^{-1}$ in a dilute layer and $1.0\times10^{-2}$ s$^{-1}$ in a full one, a ratio of 53. The inverse rates are about 5200 s and 98 s. The second is an initial time scale, because the loss slows as the layer thins. A loss estimate based on dilute-layer data would therefore be too small for the early stage of a full layer, if repulsion is present and the molecules desorb intact.

\section{The downward peak shift}

\textbf{Q.} The barrier rises again as molecules leave. Could that push the peak back up?

\textbf{A.} It raises the peak, but not to the isolated-molecule value. In the example the full layer peaks at 385 K. With its barrier held at 1.18 eV it would peak at 378 K, while isolated molecules peak at 416 K. To see how the peak moves with dose in general, define
\begin{equation}
x=\frac{w\theta}{kT},\qquad \epsilon=\frac{E(\theta)}{kT}.
\end{equation}
At fixed temperature, $\ln R=\ln\nu+\ln\theta-(E_0-w\theta)/kT$ gives
\begin{equation}
\left(\frac{\partial\ln R}{\partial\ln\theta}\right)_T=1+x .
\end{equation}
This is the apparent order. Losing molecules lowers the rate once because fewer remain, and again because those left are held more strongly.

Along the ramp, $\theta'=-K\theta$, where a prime means $d/dT$. Hence
\begin{align}
\frac{d\ln R}{dT}&=\frac{\theta'}{\theta}+\frac{w\theta'}{kT}+\frac{E}{kT^2}=-F,\\
F&=K(1+x)-\frac{\epsilon}{T}.
\end{align}
The peak is at $F=0$. At fixed $T$, raising $\theta$ raises both $K$ and $x$ and lowers $\epsilon$, so $F$ increases.

Now compare two initial coverages at the same heating rate. Their curves $\theta(T)$ cannot cross, since the first-order differential equation has one solution through each point. At the peak of the smaller layer, where its $F=0$, the larger layer still has the greater coverage and hence $F>0$. Its rate is already falling. If each spectrum has one maximum, the larger layer has passed its own.

The same comparison with the limit $\theta\to0$ places all peaks below the isolated-molecule value $T_0$, given by
\begin{equation}
\frac{E_0}{kT_0^2}=\frac{\nu}{\beta}e^{-E_0/kT_0}.
\end{equation}

\textbf{Q.} You assumed one maximum. Can the linear law produce two?

\textbf{A.} It cannot when $w>0$ and $E>0$. Two maxima would need a minimum between them, so examine the curvature at any stationary point. Using $E'=-w\theta'=wK\theta$, we have
\begin{align}
\epsilon'&=Kx-\frac{\epsilon}{T}, &
x'&=-Kx-\frac{x}{T},\\
K'&=-K\epsilon'=K\left(\frac{\epsilon}{T}-Kx\right).
\end{align}
Differentiating $F$ then gives
\begin{align}
F'&=K'(1+x)+Kx'-\frac{\epsilon'}{T}+\frac{\epsilon}{T^2}\nonumber\\
&=K(1+x)\left(\frac{\epsilon}{T}-Kx\right)-K^2x-\frac{2Kx}{T}+\frac{2\epsilon}{T^2}.
\end{align}
At a stationary point $KT=g$ with $g=\epsilon/(1+x)$. Multiplication by $T^2$ yields
\begin{align}
T^2F'&=\epsilon^2-\epsilon gx-g^2x-2gx+2\epsilon\nonumber\\
&=\epsilon^2\left[1-\frac{x}{1+x}-\frac{x}{(1+x)^2}\right]
+2\epsilon\left[1-\frac{x}{1+x}\right]\nonumber\\
&=\frac{\epsilon^2}{(1+x)^2}+\frac{2\epsilon}{1+x}>0 .
\end{align}
Since $d^2\ln R/dT^2=-F'$, every stationary point is a maximum. There can be just one, and it lies inside the ramp if the ramp starts cold enough and ends hot enough.

\textbf{Q.} Is there a simple estimate of the shift for a small dose?

\textbf{A.} Expand $F=0$ about $\theta=0$, $T=T_0$, where $KT_0=\epsilon_0=E_0/kT_0$. The derivatives there are
\begin{equation}
\frac{\partial F}{\partial\theta}=\frac{w}{kT_0^2}(2\epsilon_0+1),\qquad
\frac{\partial F}{\partial T}=\frac{\epsilon_0(\epsilon_0+2)}{T_0^2}.
\end{equation}
If $\theta_p$ is the coverage left at the peak, the first-order shift is
\begin{equation}
\Delta T=-\frac{w\theta_p}{k}\,\frac{2\epsilon_0+1}{\epsilon_0(\epsilon_0+2)}
\simeq-2T_0\frac{w\theta_p}{E_0}.
\end{equation}
The last form needs $\epsilon_0\gg1$. One half of the factor two comes from the weaker barrier and the other from the coverage dependence of the rate.

In the example $T_0=415.8$ K and $\epsilon_0=36.3$. For $\theta_0=0.1$ the coverage at the peak is 0.040, and the simple form gives $-2\times415.8\times0.0048/1.30=-3.1$ K. The integrated ramp gives $-2.9$ K. At initial coverages 0.1, 0.4, 0.7 and 1.0 the peaks lie at 412.9, 404.1, 395.0 and 385.5 K.

\section{What makes the spectrum broad}

\textbf{Q.} Then weak binding gives the shift. Does it also give the width?

\textbf{A.} Weak binding by itself makes the peak narrower. The curvature defines a local Gaussian width $\sigma=(F')^{-1/2}$ at the peak:
\begin{equation}
\sigma=\frac{T}{\epsilon}\,\frac{1+x}{\sqrt{1+2(1+x)/\epsilon}} .
\end{equation}
For $\epsilon\gg2(1+x)$ this is $(T/\epsilon)(1+x)$. The broadening factor is the apparent order.

For a constant barrier, $x=0$ and the peak condition reads $\epsilon+\ln\epsilon=\ln(\nu T/\beta)$. Changing the barrier at fixed $\nu$ and $\beta$ gives $(1+\epsilon)\,d\ln\epsilon=d\ln T$, and so
\begin{equation}
d\ln(T/\epsilon)=\frac{\epsilon}{1+\epsilon}\,d\ln T .
\end{equation}
A lower constant barrier lowers $T$ and with it $T/\epsilon$, the leading width.

The ramps show the difference. For a full layer at fixed $\nu$ and $\beta$, the full widths at half maximum are:
\begin{itemize}
\item constant barrier 1.30 eV: 27.0 K;
\item constant barrier 1.18 eV: 24.7 K;
\item barrier rising from 1.18 to 1.30 eV as the layer empties: 57.1 K.
\end{itemize}
The first molecules leave from weak binding and the last from strong binding. Their departures are spread over a wider temperature range. The cause of the extra width is this change during the ramp.

I have proved the local broadening factor, not a general inequality for the half-maximum width. That inequality was tested on twelve random parameter sets, with $E_0$ from 0.6 to 2.5 eV, $w/E_0$ from 0.03 to 0.30, $\nu$ from $10^{12}$ to $10^{16}$ s$^{-1}$ and $\beta$ from 0.1 to 20 K/s. In each, the full repulsive layer was broader than the layer with constant $E_0$. This tests the linear law itself; at the larger values of $w/E_0$ a lattice layer would no longer be randomly mixed.

\textbf{Q.} Your factor $1+x$ and the measured broadening should then agree. Do they?

\textbf{A.} They agree after three reductions are counted. At the full-layer peak $T=385.5$ K, $\theta_p=0.523$, $\epsilon=37.2$ and $1+x=2.89$. The half-maximum width has grown by a factor 2.11.

The prefactor $T/\epsilon$ has fallen from 11.46 to 10.35 K, a factor 0.90. The square root contributes another 0.96. Together they give $2.89\times0.90\times0.96\simeq2.5$ for the ratio of local widths. The remaining factor, about 0.85, is the effect of line shape: curvature describes the top, whereas the half-maximum width also samples the flanks. For the full layer the local Gaussian estimate is 65.6 K, 15 per cent above the actual width.

\textbf{Q.} What happens when repulsion is strong?

\textbf{A.} The signal per kelvin is $s=R/\beta=K\theta$. At the peak, $K=\epsilon/[(1+x)T]$, so
\begin{equation}
s_p=\frac{\epsilon\theta_p}{(1+x)T}
\longrightarrow\frac{k\epsilon}{w}\qquad(x\gg1).
\end{equation}
The area under $s$ is $\theta_0$. Area divided by height therefore tends to $w\theta_0/(k\epsilon)$: within the linear law, extra molecules mainly widen the spectrum instead of raising it. This limit strains the assumption behind the law. Since $V/kT=x/(z\theta)$, a large $x$ means a pair repulsion above $kT$. A half-filled square lattice orders when $V/kT$ exceeds $2\ln(1+\sqrt2)\simeq1.76$; near and beyond that value random placement fails and the spectrum can split into two peaks. The example has $V/kT\simeq0.9$ at its peak.

Our full layer is between the limits, with $x=1.89$. Its height is $37.24\times0.523/(2.891\times385.5)=0.0175$ K$^{-1}$, about 65 per cent of the strong-repulsion value because $x/(1+x)=0.65$.

\section{Reading an experiment}

\textbf{Q.} May I infer repulsion from a downward shift?

\textbf{A.} The shift alone is insufficient. Consider second-order desorption, $R=\nu\theta^2e^{-E_0/kT}$, without repulsion. With the same $E_0$, $\nu$ and $\beta$, its peak falls by 26 K between initial coverages 0.1 and 1. The repulsive first-order peak falls by 27 K.

A better test compares rates at one temperature but different remaining coverages, taken from several ramps. The slope of $\ln R$ against $\ln\theta$ is two at every coverage for this second-order law. For the linear repulsive law it is $1+w\theta/kT$. Correlations between molecules change the excess over one, already in a dilute layer. There a neighbouring site is occupied with probability $\theta e^{-V/kT}$, so the excess is $z\theta(1-e^{-V/kT})$ instead of $w\theta/kT$. The slope still tends to one as $\theta\to0$. The comparison requires that the layer stay equilibrated, so that its history does not matter. It separates repulsion from second-order desorption, but it does not prove repulsion. A spread of site binding energies, filled from the strongest, also gives a slope that starts at one and rises, with an earlier onset, a lower peak and a broader spectrum. So does sticking that falls more slowly than $1-\theta$: for constant sticking and $w=0$, detailed balance gives $R\propto\theta/(1-\theta)$, with slope $1/(1-\theta)$. These must be excluded by other measurements.

\textbf{Q.} Repelling molecules avoid one another. How can random placement be trusted?

\textbf{A.} It can be checked against a lattice gas with correlations. Let $n_i$ be the occupation of site $i$, $m_i$ its number of occupied neighbours, and $a=q_{\rm ads}e^{(\mu+E_0)/kT}$. Filling an empty site multiplies the statistical weight by $ae^{-Vm_i/kT}$. Summing over all configurations with that site empty gives
\begin{equation}
a(1-\theta)=\left\langle n_ie^{Vm_i/kT}\right\rangle .
\end{equation}
Detailed balance then gives $R=\nu e^{-E_0/kT}a(1-\theta)$. Mean field replaces the average by $\theta e^{w\theta/kT}$.

The replacement is right at both ends, where the neighbours are all absent or all present. It is also right at half coverage on a square lattice. Exchanging molecules and vacancies maps the field $\mu+E_0+kT\ln q_{\rm ads}$ to $w$ minus itself. The symmetric value is $w/2$, where $\theta=1/2$ and $a=e^{w/2kT}$, as in mean field.

Between these points the law bends. Define the effective barrier lowering as $kT\ln[a(1-\theta)/\theta]$, which is $w\theta$ in mean field. For $z=4$ and $V=0.03$ eV at 350 K, the barrier lowering at $\theta=0.25$ is 0.024 eV instead of 0.030 eV. At $\theta=0.75$ it is 0.096 eV instead of 0.090 eV.

These numbers come from a long lattice tube six sites around. With correlations the full-layer onset is unchanged to 0.1 K, the peak drops by a further 8 K to 377 K, and the width becomes 61 K. The shift from $\theta_0=0.1$ grows from 27 to 37 K. The linear law thus predicts the onset well here, but underestimates the peak shift by about a quarter of the correlated value. One maximum remains in this case; the one-peak proof does not cover correlated layers in general.

\textbf{Q.} How close is this to a real surface and a real chamber?

\textbf{A.} The parameters are in the rough regime of carbon monoxide on nickel: a barrier somewhat above 1 eV and desorption near 400 K. They are not fitted to a particular face. I used one site per 10 \AA$^2$. With $S_0=1$ the prefactor of $10^{15}$ s$^{-1}$ corresponds to $q_{\rm ads}\simeq500$ near 416 K. On real nickel, molecules can change site type, exclude close neighbours and form ordered islands. The correlated lattice sizes one part of that error, 8 K in the peak, but leaves site changes, defects and coverage-dependent vibrations unsized. The sticking law $S_0(1-\theta)$ is a further assumption. If a molecule that lands on an occupied site can still wander to a free one, sticking falls more slowly than $1-\theta$. The free-site factor then no longer cancels, and detailed balance makes a crowded layer desorb faster than calculated here.

The prefactor matters more for the absolute temperature. Making it ten times smaller raises the full-layer peak by 25 K, while the coverage shift changes from 27 to 29 K. If $q_{\rm ads}$ is constant, $\nu\propto T^3$, since $q_{\rm rot}\propto T$; with four classical vibrations, $q_{\rm ads}\propto T^4$ and $\nu\propto1/T$. With $\nu$ matched at $T_0$, these two cases give shifts of 25 and 28 K.

For a 1 cm$^2$ sample and a 100 L/s pump, the flux returning to the sample is 0.12 of the net desorbing flux. At unit sticking on empty sites, readsorption moves the full-layer peak by 0.1 K and widens it by about 1 K. A 50 L chamber responds in $50/100=0.5$ s, which delays the recorded peak by 1 K at 2 K/s. The peak pressure rise is $1.1\times10^{-8}$ Torr. For these settings the chamber corrections are small beside the repulsive shift; the numerical output lists each case.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS: E0 = 1.30 eV, w = 0.12 eV, pair repulsion V = 0.030 eV
nu = 1.0e+15 1/s, heating rate = 2.0 K/s, site area = 10.0 A^2
adsorbate partition function implied by nu for CO = 497
zero-coverage peak = 415.77 K, E0/kT there = 36.28
Repulsive layer: c0, 1% loss T (K), peak T (K), FWHM (K), coverage at peak
  0.1  368.13  412.90  29.66  0.040
  0.4  358.13  404.08  38.15  0.178
  0.7  348.12  394.95  47.34  0.339
  1.0  338.11  385.49  57.07  0.523
Full layer at its peak: barrier = 1.2372 eV, E/kT = 37.24
  w c/kT = 1.891, apparent order 1 + w c/kT = 2.891
  peak height = 0.01749 per K, Gaussian FWHM from curvature = 65.55 K
Full layer 1% loss: frozen-barrier formula = 337.97 K, ramp = 338.11 K
Control constant E0: 1% loss 371.46 K, peak 415.77 K, FWHM 27.02 K
Control constant E0 - w: 1% loss 337.94 K, peak 378.35 K, FWHM 24.65 K
Onset lowered by 33.35 K; FWHM multiplied by 2.112 relative to constant E0
Peak shift, c0 0.1 to 1: repulsion -27.41 K, second order without it -26.46 K
Held at 350 K: loss rate per molecule 1.909e-04 1/s (dilute), 1.020e-02 1/s (full)
  ratio full/dilute = 53.4
Random parameter sets passing shift, width and one-peak tests: 12
Barrier lowering at 350 K: c, linear law (eV), correlated lattice (eV)
  0.25  0.0300  0.0240
  0.50  0.0600  0.0600
  0.75  0.0900  0.0960
Model, full layer: 1% loss (K), peak (K), FWHM (K), shift from c0=0.1 (K), maxima
  linear law: 338.11  385.49  57.07  -27.41  1
  correlated lattice: 338.05  377.20  61.05  -36.54  1
  nu ten times smaller: 357.46  410.18  62.08  -29.09  1
  nu proportional to T^3: 343.30  388.58  53.47  -25.34  1
  nu proportional to 1/T: 336.24  384.33  58.36  -28.17  1
  readsorption: 338.11  385.62  58.22  -28.40  1
Setup: sample 1.0 cm^2, pump 100 L/s, chamber 50 L, gas at 300 K
  returning flux/desorbing flux at unit sticking = 0.119
  pumping lag moves the full-layer peak by 1.00 K
  peak pressure rise = 1.09e-08 Torr
\end{verbatim}
